# When the DFT+U+V energy correction depends only on U−V, part 2

We ask when the DFT+U+V correction for two orthonormal orbitals $\varphi_1,\varphi_2$, one per site, depends only on $W=U-V$. For each spin $\sigma$, $n_{IJ}=\langle\varphi_I|\rho^\sigma|\varphi_J\rangle$, with $\rho^\sigma$ the one-particle density operator; the spin label on $n$ is dropped. Algebra is in atomic units, and "the program" is the code behind the tests and numbers. The correction is

$$E_c=\sum_\sigma\Big[\sum_I\frac U2\,n_{II}(1-n_{II})-\frac V2\sum_{I\ne J}n_{IJ}n_{JI}\Big].$$

Section 2 derived it, for orthonormal orbitals, as the Fock-space average of the extended Hubbard interaction minus its fully localized double counting. If $n^2=n$, the identity

$$n_{11}(1-n_{11})=n_{22}(1-n_{22})=|n_{12}|^2$$

holds and $E_c=(U-V)\sum_\sigma|n_{12}|^2$. In section 1, the bonding orbital $(\varphi_1+\varphi_2)/\sqrt2$ has all four elements of $n$ equal to $1/2$. Section 3 found, with $\hat N$ the electron number operator of the pair and $N$ its mean,

$$E_c(U,U)=\frac U2\big(\langle\hat N^2\rangle-N^2\big).$$

A differentiable base energy $E_0[n]$ with derivative $h$ gives $H=h+v$, where

$$v_{II}=U\big(\tfrac12-n_{II}\big),\qquad v_{12}=-Vn_{12}.$$

At integer occupations the stationary $n$ depends on $U$ and $V$ only through $W$.

The polar dimer has one electron per spin, $E_0=\sum_\sigma\mathrm{Tr}[hn]$ without a Hartree term, $t>0$, $\Delta\geq0$, and

$$h=\begin{pmatrix}-\Delta/2&-t\\-t&\Delta/2\end{pmatrix}.$$

Its occupied orbital is $(\cos\frac\theta2,\sin\frac\theta2)$, so $n_{11}=\cos^2\frac\theta2$, $n_{22}=\sin^2\frac\theta2$ and $n_{12}=\frac12\sin\theta$. The energy per spin is

$$E(\theta)=-\frac\Delta2\cos\theta-t\sin\theta+\frac W4\sin^2\theta .$$

The stationarity condition is

$$\Delta\sin\theta+W\sin\theta\cos\theta=2t\cos\theta ,$$

and the levels and gap are

$$\varepsilon_\mp=\mp\Big(\frac t{\sin\theta}+\frac V2\Big),\qquad E_{\rm gap}=\frac{2t}{\sin\theta}+V .$$

At $W=0$ the orbitals are those of $h$, and the gap is the bare gap $\sqrt{\Delta^2+4t^2}$ plus $V$. Numerical values for this dimer come next.

**Numbers.** Take the round values $t=2$ eV and $\Delta=2$ eV. The pairs $(U,V)=(3,0)$, $(4,1)$ and $(6,3)$ eV share $W=3$ eV, and self-consistent iteration with the full potential gives the same state for all three: $\theta=0.7654$ rad, $\sin\theta=0.6928$, $n_{11}=0.8606$, $n_{22}=0.1394$, $n_{12}=0.3464$. The identity reads $0.8606\times0.1394=0.1200$ and $0.3464^2=0.1200$. The stationarity condition, with $\cos\theta=0.86056-0.13944=0.7211$, reads $2(0.6928)+3(0.6928)(0.7211)=2.884=4(0.7211)$.

The printed value $0.12000$ is not exactly $0.12$. That would mean $\sin^2\theta=0.48$ and $2\sqrt{0.48}+3\sqrt{0.2496}=4\sqrt{0.52}$. Squaring gives $1.92+2.2464+12\sqrt{0.119808}=8.32$, and squaring again would need $144\times0.119808=4.1536^2$. The left side is $17.252352$ and the right side $17.25239296$, so the round figure is a near coincidence of these parameters.

For both spins the $U$ term is $2\cdot2\cdot\frac U2\cdot0.1200=0.2400\,U$ and the $V$ term is $-2V\cdot0.1200=-0.2400\,V$. All entries below are in eV.

| $U,V$ | $U$ term | $V$ term | $E_c$ | gap |
|---|---|---|---|---|
| 3, 0 | 0.720 | 0 | 0.720 | 5.774 |
| 4, 1 | 0.960 | −0.240 | 0.720 | 6.774 |
| 6, 3 | 1.440 | −0.720 | 0.720 | 8.774 |
| 4, 4 | 1.600 | −1.600 | 0 | 8.472 |

For $W=3$ eV the correction is $E_c=0.720$ eV $=0.0265$ hartree, and the total energy is $2[-0.7211-2(0.6928)+0.360]$ eV $=-3.49$ eV (printed: $-3.4935$ eV) in all three cases. The levels are $\mp(2/0.69282+V/2)=\mp(2.887+V/2)$ eV, that is $\mp2.887$, $\mp3.387$ and $\mp4.387$ eV. The last row is the limit $W=0$, with $\sin\theta=0.8944$, $n_{11}=0.7236$, $|n_{12}|^2=0.2000$. The two terms cancel, the total energy $-4.472$ eV is twice the lower level of $h$, and the gap is $4.472+4=8.472$ eV. A correction that vanishes in the energy has added 4 eV to the bare gap. Comparing the two states, $W=3$ eV raises $n_{11}$ from 0.724 to 0.861 and lowers $n_{12}$ from 0.447 to 0.346: positive $W$ penalizes $|n_{12}|^2$ and makes the bond more polar. For each row the program asserts that the iteration, the root of the stationarity condition and a direct minimization over $\theta$ agree, and that the levels equal both the formula and finite-difference occupation derivatives.

## 6. The limit $\Delta=0$

The condition factorizes as $\cos\theta\,(W\sin\theta-2t)=0$. The symmetric bond $\theta=\pi/2$ is always stationary, with gap $2t+V$, independent of $U$, because $v_{II}=0$ at $n_{II}=\frac12$. Its stability follows from $E''=t\sin\theta+\frac W2\cos2\theta$, which is $t-W/2$ at $\pi/2$. For $U-V>2t$ the bond is unstable and the root $\sin\theta=2t/W$ exists, with energy $-2t^2/W+t^2/W=-t^2/W$. Relative to the symmetric value $-t+W/4$ this is lower by $(W-2t)^2/4W$ per spin.

With $t=1$ eV, the zero of the finite-difference curvature of the full functional lies at $U=3.000$ eV for $V=1$ eV and at $U=5.000$ eV for $V=3$ eV, that is at $U-V=2t$ both times. At $U-V=2.5$ eV the iteration gives $\sin\theta=2/2.5=0.800$ for both $V$, and at $U-V=1.5$ eV, below the threshold, it returns to the symmetric bond. The value $2t$ belongs to this model. Its two spins are uncoupled, so they may localize on the same site or on opposite sites at equal energy, and a base functional with Hartree and exchange-correlation terms can add its own curvature. A threshold for an instability among idempotent two-orbital matrices depends on $U$ and $V$ only through $U-V$ for any $E_0$, since it is a property of the energy on those matrices. This does not cover an instability toward fractional occupations: adding $\frac K2\mathrm{Tr}\,n^2$ to $E_0$ is constant on projectors but lowers the gap of the symmetric bond to $2t+V-K$, so with $t=1$ and $K=4$ eV the minimum is fractional ($f=5/6$) at $(U,V)=(1.5,1)$ eV and idempotent at $(3.5,3)$ eV. Nor does it cover a basis larger than the pair, where leakage lets the threshold drift with $V$.

## 7. Removing the assumptions

**Any Hermitian $n$.** Without idempotency the diagonal of $n^2$ still gives $(n^2)_{II}=n_{II}^2+|n_{12}|^2$, so

$$n_{II}(1-n_{II})=|n_{12}|^2+(n-n^2)_{II}.$$

Summing over sites, with $f_k$ the eigenvalues of $n$ and $\mathrm{Tr}(n-n^2)=\sum_kf_k(1-f_k)$,

$$E_c=\sum_\sigma\Big[(U-V)|n_{12}|^2+\frac U2\sum_kf_k(1-f_k)\Big].$$

At $U=V$ only the second term is left, and comparison with section 3 identifies $\sum_{\sigma k}f_k(1-f_k)$ as the variance of $\hat N$. For $0\le f_k\le1$ and $U\geq0$ the term is non-negative, so $(U-V)\sum_\sigma|n_{12}|^2$ is a lower bound on $E_c$; for $U>0$ it is reached only when $n$ is idempotent. The formula is tested against the Fock-space average.

**Fractional occupations.** Keep the $W=3$ eV orbitals and give them $f=0.9$ and $0.1$. With $p$ the projector on the lower orbital, $n=0.9p+0.1(1-p)$, so $n_{12}=0.8\,p_{12}$ and $|n_{12}|^2=0.64\times0.1200=0.0768$. Both $f(1-f)$ equal $0.09$, so $n-n^2$ is $0.09$ times the unit matrix and $n_{11}(1-n_{11})=0.0768+0.09=0.1668$. Then $E_c(4,1)=2[3(0.0768)+2(0.18)]=1.181$ eV and $E_c(6,3)=2[3(0.0768)+3(0.18)]=1.541$ eV. The same $U-V$ gives energies $0.360$ eV apart.

**Leakage.** Let $\rho^2=\rho$ in a larger space, $P$ the projector on the two orbitals, $Q=1-P$, and $n=P\rho P$. Then

$$n=P\rho^2P=P\rho(P+Q)\rho P=n^2+P\rho Q\rho P .$$

The last operator is $(Q\rho P)^\dagger(Q\rho P)$, which is non-negative and vanishes only if $Q\rho P=0$, that is if $\rho$ connects the pair to nothing else. In an orthonormal basis $K$ that contains $\varphi_1,\varphi_2$, the diagonal is the sum rule $n_{II}(1-n_{II})=\sum_{K\ne I}|\rho_{IK}|^2$ over all partners, of which the pair identity keeps one. The operator relation is tested on random projectors in five dimensions.

**Overlapping orbitals.** With $S_{IJ}=\langle\varphi_I|\varphi_J\rangle$ the projector on the pair is $P=\sum_{IJ}|\varphi_I\rangle(S^{-1})_{IJ}\langle\varphi_J|$. For idempotent $\rho$ without leakage, inserting $P$ between the two factors of $\rho^2$ gives $n=nS^{-1}n$ in place of $n=n^2$. The derivation of section 2 also needs orthonormality, so $E_c$ is here only a definition. For real overlap $s$, the bond $b=(\varphi_1+\varphi_2)/\sqrt{2(1+s)}$ has $\langle\varphi_I|b\rangle=(1+s)/\sqrt{2(1+s)}$, and every element of $n$ is $(1+s)/2$. Then $n_{11}(1-n_{11})=(1-s^2)/4$ and $n_{12}^2=(1+s)^2/4$. These meet at $s=0$, the state of section 1; at $s=0.5$ they are $0.75/4=0.1875$ and $2.25/4=0.5625$.

## 8. More than two sites: the H$_6$ ring

A regular hexagon of hydrogen atoms with side 1.0 angstrom, computed with PBE in the STO-3G basis and paired spins, has one basis function per atom and three electrons per spin. With $D$ the per-spin density matrix in the atomic basis, idempotency reads $DSD=D$. The matrix in the orthonormal Löwdin orbitals is $n=S^{1/2}DS^{1/2}$, and $n^2=S^{1/2}DSDS^{1/2}=n$. The $6\times6$ matrix is idempotent and the orbitals are orthonormal, so the only assumption that fails for a pair of atoms is the absence of leakage.

The sixfold rotation permutes the atomic functions cyclically and leaves $S$, hence $S^{-1/2}$, unchanged, so it permutes the Löwdin orbitals cyclically too. For a symmetric density the Kohn–Sham matrix commutes with this permutation, and its eigenvectors can be chosen as $e^{i\pi mj/3}/\sqrt6$ on site $j$. If $m=0,\pm1$ are the occupied ones,

$$n_{1,1+d}=\tfrac16\big(1+e^{i\pi d/3}+e^{-i\pi d/3}\big)=\tfrac16\big(1+2\cos\tfrac{\pi d}3\big),$$

which is $\frac12,\frac13,0,-\frac16$ for $d=0,1,2,3$. The calculation gives $0.5000$, $0.3333$, $0.0000$, $-0.1667$, which confirms that choice of occupied orbitals; in this minimal basis the values are fixed by symmetry and that choice, not by the details of PBE. They are not basis-converged properties of the molecule: with cc-pVDZ orbitals projected on the same Löwdin functions they become $0.4959$, $0.3310$, $0.0010$, $-0.1639$, the $6\times6$ matrix is no longer idempotent ($\mathrm{Tr}(n-n^2)=0.024$ per spin), and the energies below rise by $0.02$ to $0.07$ eV, the two all-pairs values splitting to $4.52$ and $4.57$ eV.

For neighbors 1 and 2, $n_{11}(1-n_{11})=0.2500$ but $n_{12}^2=0.1111$. The full sum rule holds: two neighbors and the opposite atom give $2(0.1111)+0.0278=0.2500$. The pair block has eigenvalues $\frac12\mp\frac13$, printed as $0.1667$ and $0.8333$, and $f(1-f)=\frac5{36}$ for each, equal to the leakage $\frac19+\frac1{36}$ from atom 1 to atoms 6 and 4.

Evaluate $E_c$ on this density matrix. Per spin the $U$ term is $6\cdot\frac U2\cdot\frac14=\frac{3U}4$. With $V$ between nearest neighbors only there are 12 ordered pairs, giving $-\frac V2\cdot12\cdot\frac19=-\frac{2V}3$. For both spins

$$E_c^{\rm nn}=\frac{3U}2-\frac{4V}3=\frac32(U-V)+\frac V6 .$$

For $(4,1)$ eV this is $4.5+0.167=4.667$ eV and for $(6,3)$ eV it is $4.5+0.5=5.000$ eV. If instead the same $V$ is put on every pair, the sum rule turns the $V$ term into $-\frac V2\sum_In_{II}(1-n_{II})$ and $E_c=\frac32(U-V)$, which is $4.500$ eV for both parameter sets. The excess $V/6$ is the omitted term of the opposite atoms, $2\cdot\frac V2\cdot6\cdot\frac1{36}$. For $M$ orthonormal orbitals with an idempotent projected matrix, the sum rule thus guarantees dependence on $U-V$ alone when one value of $V$ couples all pairs. A distance-dependent $V$ meets that condition when all pair distances are equal (an equilateral triangle or a regular tetrahedron). The condition is sufficient, not necessary: a pair with $n_{IJ}=0$ contributes nothing, so on this density matrix, where $n_{13}=0$, equal $V$ on neighbors and on opposite atoms already gives $\frac32(U-V)$ whatever $V_{13}$ is. In the hexagon the distances differ and the nearest-neighbor $V$ does not meet it, whereas two sites have a single pair and meet it automatically.

## Computed values

```
dimer: t = 2.0 eV, Delta = 2.0 eV, 2 electrons, spin paired
U = 3 eV, V = 0 eV: theta = 0.76539 rad, sin(theta) = 0.69282
  n11 = 0.86056, n22 = 0.13944, n12 = 0.34641
  n11(1-n11) = 0.12000, n12^2 = 0.12000
  U term = 0.72000 eV, V term = -0.00000 eV
  E_c = 0.72000 eV, E_total = -3.49350 eV
  levels = -2.88675, 2.88675 eV, gap = 5.77350 eV
U = 4 eV, V = 1 eV: theta = 0.76539 rad, sin(theta) = 0.69282
  n11 = 0.86056, n22 = 0.13944, n12 = 0.34641
  n11(1-n11) = 0.12000, n12^2 = 0.12000
  U term = 0.96000 eV, V term = -0.24000 eV
  E_c = 0.72000 eV, E_total = -3.49350 eV
  levels = -3.38675, 3.38675 eV, gap = 6.77350 eV
U = 6 eV, V = 3 eV: theta = 0.76539 rad, sin(theta) = 0.69282
  n11 = 0.86056, n22 = 0.13944, n12 = 0.34641
  n11(1-n11) = 0.12000, n12^2 = 0.12000
  U term = 1.44000 eV, V term = -0.72000 eV
  E_c = 0.72000 eV, E_total = -3.49350 eV
  levels = -4.38675, 4.38675 eV, gap = 8.77350 eV
U = 4 eV, V = 4 eV: theta = 1.10715 rad, sin(theta) = 0.89443
  n11 = 0.72361, n22 = 0.27639, n12 = 0.44721
  n11(1-n11) = 0.20000, n12^2 = 0.20000
  U term = 1.60000 eV, V term = -1.60000 eV
  E_c = 0.00000 eV, E_total = -4.47214 eV
  levels = -4.23607, 4.23607 eV, gap = 8.47214 eV
E_c for U-V = 3 eV: 0.026460 hartree
bare gap sqrt(Delta^2+4t^2) = 4.47214 eV
f = 0.9/0.1: n11(1-n11) = 0.16680, n12^2 = 0.07680
  E_c(4,1) = 1.18080 eV, E_c(6,3) = 1.54080 eV, difference = 0.36000 eV
overlap s = 0.5: n11(1-n11) = 0.1875, n12^2 = 0.5625
symmetric dimer: t = 1.0 eV, Delta = 0 eV
  V = 1 eV: critical U = 3.0000 eV; U-V = 2.5 eV gives sin(theta) = 0.8000
  V = 3 eV: critical U = 5.0000 eV; U-V = 2.5 eV gives sin(theta) = 0.8000
H6 ring, side 1.0 angstrom, PBE/STO-3G, Loewdin orbitals
  n11 = 0.5000, n12 = 0.3333, |n13| = 0.0000, n14 = -0.1667
  n11(1-n11) = 0.2500, n12^2 = 0.1111, n14^2 = 0.0278
  sum_J!=1 n1J^2 = 0.2500
  eigenvalues of the 1-2 block = 0.1667, 0.8333
  U = 4, V = 1 eV: E_c neighbours = 4.6667 eV, all pairs = 4.5000 eV
  U = 6, V = 3 eV: E_c neighbours = 5.0000 eV, all pairs = 4.5000 eV
```
